# Remaining Cycles of a Ferroelectric Capacitor under Linear Damage: verification in Python

```python
# Result under test: a capacitor that has used n1 cycles of a lifetime N1
# has N2*(1 - n1/N1) cycles left at a condition whose fresh lifetime is N2,
# provided damage D (0 fresh, 1 breakdown) obeys dD/dn = speed * g(D)
# with the same growth law g at both conditions.
# Inside the program cycles are counted in billions (1e9).
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.constants import k as boltzmann, e as charge

BILLION = 1e9
life_high, life_gentle, used_high = 10.0, 1000.0, 4.0
fraction = used_high / life_high
remaining = life_gentle * (1.0 - fraction)

A = 8.0  # strength of damage feedback in the nonlinear growth laws
laws = {
    "constant": lambda D: 1.0,
    "accelerating": lambda D: 1.0 + A * D,
    "slowing": lambda D: 1.0 / (1.0 + A * D),
}
# Used life fraction as a function of damage, integrated by hand
life_fraction = {
    "constant": lambda D: D,
    "accelerating": lambda D: np.log(1.0 + A * D) / np.log(1.0 + A),
    "slowing": lambda D: (D + A * D**2 / 2) / (1.0 + A / 2),
}


def speed(law, life):
    """Damage speed that gives the stated lifetime from the fresh state."""
    return quad(lambda D: 1.0 / laws[law](D), 0.0, 1.0)[0] / life


def damage_after(law, life, cycles):
    rate = speed(law, life)
    run = solve_ivp(lambda n, y: [rate * laws[law](y[0])], (0.0, cycles),
                    [0.0], method="DOP853", rtol=1e-10, atol=1e-12)
    assert run.success
    return run.y[0, -1]


def cycles_to_breakdown(law, life, start):
    rate = speed(law, life)

    def breakdown(n, y):
        return y[0] - 1.0
    breakdown.terminal = True
    run = solve_ivp(lambda n, y: [rate * laws[law](y[0])], (0.0, 2 * life),
                    [start], method="DOP853", rtol=1e-10, atol=1e-12,
                    max_step=life / 200, events=breakdown)
    assert run.success and len(run.t_events[0]) == 1
    return run.t_events[0][0]


print("INPUTS")
print(f"lifetime at high field: {life_high*BILLION:.2e} cycles")
print(f"cycles used at high field: {used_high*BILLION:.2e} cycles")
print(f"lifetime at gentle field: {life_gentle*BILLION:.2e} cycles")
print("LINEAR DAMAGE")
print(f"used life fraction: {fraction:.3f}")
print(f"unused life fraction: {1-fraction:.3f}")
print(f"equivalent past use at gentle field: "
      f"{fraction*life_gentle*BILLION:.2e} cycles")
print(f"remaining at gentle field: {remaining*BILLION:.2e} cycles")
print(f"wrong answer from raw subtraction: "
      f"{(life_gentle-used_high)*BILLION:.3e} cycles")

print("SAME GROWTH LAW AT BOTH FIELDS (integrated numerically)")
damage_high = {}
for law in laws:
    assert abs(cycles_to_breakdown(law, life_high, 0.0) / life_high - 1) < 1e-6
    damage_high[law] = damage_after(law, life_high, used_high)
    left = cycles_to_breakdown(law, life_gentle, damage_high[law])
    assert abs(left / remaining - 1) < 1e-6
    # Opposite order: the same life fraction is used at the gentle field first
    first = damage_after(law, life_gentle, fraction * life_gentle)
    left_high = cycles_to_breakdown(law, life_high, first)
    assert abs(left_high / (life_high * (1 - fraction)) - 1) < 1e-6
    print(f"{law}: damage D after stage one {damage_high[law]:.3f}, "
          f"remaining {left*BILLION:.3e} cycles")
print(f"reverse order, left at high field: {left_high*BILLION:.2e} cycles")

print("GROWTH LAW CHANGES WITH FIELD (feedback strength 8)")
changed = []
for law_high, law_gentle in (("accelerating", "constant"),
                             ("constant", "accelerating")):
    start = damage_high[law_high]
    left = cycles_to_breakdown(law_gentle, life_gentle, start)
    formula = life_gentle * (1 - life_fraction[law_gentle](start))
    assert abs(left / formula - 1) < 1e-6
    changed.append(left)
    print(f"{law_high} at high, {law_gentle} at gentle field: "
          f"{left*BILLION:.2e} cycles")
assert changed[0] > 1.1 * remaining and changed[1] < 0.9 * remaining

# Device spread: quoted lifetimes are medians; each device keeps its relative
# strength, so its two lifetimes are multiplied by the same random number.
shape = 1.5
rng = np.random.default_rng(7)
strength = rng.weibull(shape, 400000) / np.log(2) ** (1 / shape)
alive = strength * life_high > used_high
own_left = life_gentle * strength[alive] * (
    1 - used_high / (life_high * strength[alive]))
early_loss = 1 - 2 ** (-fraction**shape)
median_left = life_gentle * ((1 + fraction**shape) ** (1 / shape) - fraction)
risk = 1 - 2 ** (fraction**shape - 1)
assert abs(1 - alive.mean() - early_loss) < 0.005
assert abs(np.median(own_left) / median_left - 1) < 0.01
assert abs(np.mean(own_left < remaining) - risk) < 0.005
print("DEVICE SPREAD")
print(f"Weibull shape (rough): {shape:.1f}")
print(f"devices lost during stage one: {100*early_loss:.1f} %")
print(f"median remaining for a survivor: {median_left*BILLION:.2e} cycles")
print(f"survivors failing before the linear prediction: {100*risk:.1f} %")

# Rough operating values of a hafnia-based ferroelectric capacitor
thickness_nm, field_high, field_gentle, frequency = 10.0, 3.0, 2.5, 1e6
volts_per_field = thickness_nm * 0.1  # 1 MV/cm is 0.1 V/nm
slope = np.log(life_gentle / life_high) / (field_high - field_gentle)
power = np.log(life_gentle / life_high) / np.log(field_high / field_gentle)
excess = 0.02
factor_exp = np.exp(-slope * excess * field_gentle)
factor_pow = (1 + excess) ** (-power)
assert abs(factor_exp / factor_pow - 1) < 0.10
print("FILM AND FIELD ERROR")
print(f"film thickness (rough): {thickness_nm:.0f} nm")
print(f"high and gentle field (rough): {field_high:.1f}, "
      f"{field_gentle:.1f} MV/cm")
print(f"voltage amplitudes: {field_high*volts_per_field:.1f}, "
      f"{field_gentle*volts_per_field:.1f} V")
print(f"exponential field slope: {slope:.2f} cm/MV")
print(f"power-law field exponent: {power:.1f}")
print(f"gentle field too high by: {100*excess:.0f} %")
print(f"remaining then, exponential law: "
      f"{remaining*factor_exp*BILLION:.2e} cycles")
print(f"remaining then, power law: {remaining*factor_pow*BILLION:.2e} cycles")

activation, cool, hot = 0.5, 300.0, 358.0
k_ev = boltzmann / charge
factor_hot = np.exp(activation / k_ev * (1 / hot - 1 / cool))
log_change = quad(lambda T: -activation / (k_ev * T**2), cool, hot)[0]
assert abs(np.exp(log_change) / factor_hot - 1) < 1e-8
print("TEMPERATURE AND TIME")
print(f"activation energy (rough): {activation:.2f} eV")
print(f"reference and use temperature: {cool:.0f}, {hot:.0f} K")
print(f"lifetime factor on heating: {factor_hot:.4f}")
print(f"remaining at use temperature: "
      f"{remaining*factor_hot*BILLION:.2e} cycles")
print(f"cycling frequency: {frequency/1e6:.0f} MHz")
print(f"time for the linear prediction: "
      f"{remaining*BILLION/frequency/86400:.2f} days")
print(f"time for the full gentle lifetime: "
      f"{life_gentle*BILLION/frequency/86400:.2f} days")
print("checks complete")
```

Running it gives:

```
INPUTS
lifetime at high field: 1.00e+10 cycles
cycles used at high field: 4.00e+09 cycles
lifetime at gentle field: 1.00e+12 cycles
LINEAR DAMAGE
used life fraction: 0.400
unused life fraction: 0.600
equivalent past use at gentle field: 4.00e+11 cycles
remaining at gentle field: 6.00e+11 cycles
wrong answer from raw subtraction: 9.960e+11 cycles
SAME GROWTH LAW AT BOTH FIELDS (integrated numerically)
constant: damage D after stage one 0.400, remaining 6.000e+11 cycles
accelerating: damage D after stage one 0.176, remaining 6.000e+11 cycles
slowing: damage D after stage one 0.593, remaining 6.000e+11 cycles
reverse order, left at high field: 6.00e+09 cycles
GROWTH LAW CHANGES WITH FIELD (feedback strength 8)
accelerating at high, constant at gentle field: 8.24e+11 cycles
constant at high, accelerating at gentle field: 3.47e+11 cycles
DEVICE SPREAD
Weibull shape (rough): 1.5
devices lost during stage one: 16.1 %
median remaining for a survivor: 7.62e+11 cycles
survivors failing before the linear prediction: 40.4 %
FILM AND FIELD ERROR
film thickness (rough): 10 nm
high and gentle field (rough): 3.0, 2.5 MV/cm
voltage amplitudes: 3.0, 2.5 V
exponential field slope: 9.21 cm/MV
power-law field exponent: 25.3
gentle field too high by: 2 %
remaining then, exponential law: 3.79e+11 cycles
remaining then, power law: 3.64e+11 cycles
TEMPERATURE AND TIME
activation energy (rough): 0.50 eV
reference and use temperature: 300, 358 K
lifetime factor on heating: 0.0436
remaining at use temperature: 2.61e+10 cycles
cycling frequency: 1 MHz
time for the linear prediction: 6.94 days
time for the full gentle lifetime: 11.57 days
checks complete
```
